# Counting eigenvalues below an energy: Sturm sequences and Johnson's log-derivative method: test program

```python
"""
Result under test: the number of eigenvalues of H below E equals
 (a) the number of negative pivots of H - E for a tridiagonal H,
 (b) the number of sign changes of the left-started discrete solution psi,
 (c) for coupled channels, the summed negative eigenvalues of matrix pivots.
Johnson's log-derivative recurrence is a case of (c). Its count, less the
negative eigenvalues of F = 1 + h^2 Q/6 at odd points, is the exact count for
quadratic finite elements with Simpson quadrature.
Symbols: KIN = hbar^2/(2 m_e) in eV nm^2, Q = (E - V)/KIN, h = grid step,
z = h * (log-derivative matrix). Energies are in eV and lengths in nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp

KIN = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18
I2 = np.eye(2)
rng = np.random.default_rng(4)


def scalar_pivots(diag, hop, energy):
    """Pivots for off-diagonals -hop; an exact zero is read as +0."""
    pivots = []
    for i, a in enumerate(diag):
        p = a - energy
        if i:
            p -= hop[i - 1]**2 / pivots[-1]
        pivots.append(p if p != 0 else 1e-150)
    return np.array(pivots)


def left_solution(diag, hop, energy):
    """psi_1 ... psi_{N+1}, with psi_0 = 0, psi_1 = 1."""
    hops = np.append(hop, hop[-1])
    psi = [0.0, 1.0]
    for i, a in enumerate(diag):
        back = hops[i - 1] * psi[-2] if i else 0.0
        psi.append(((a - energy) * psi[-1] - back) / hops[i])
    return np.array(psi[1:])


def sign_changes(v):
    return int(np.sum(v[1:] * v[:-1] < 0))


def block_pivots(blocks, couplings, energy):
    one = np.eye(len(blocks[0]))
    out = [blocks[0] - energy * one]
    for a, b in zip(blocks[1:], couplings):
        out.append(a - energy * one - b.T @ np.linalg.solve(out[-1], b))
    return np.array(out)


def negatives(matrices):
    return int(np.sum(np.linalg.eigvalsh(matrices) < 0))


# ---------- scalar chain: pivots, nodes and spectrum ----------
for trial in range(5):
    size = 12
    diag = rng.normal(size=size)
    hop = rng.uniform(0.5, 1.5, size - 1)
    H = np.diag(diag) - np.diag(hop, 1) - np.diag(hop, -1)
    levels, vectors = np.linalg.eigh(H)
    for energy in np.linspace(-4.03, 4.07, 41):
        below = int(np.sum(levels < energy))
        assert np.sum(scalar_pivots(diag, hop, energy) < 0) == below
        assert sign_changes(left_solution(diag, hop, energy)) == below
    for k in range(size):
        assert sign_changes(vectors[:, k]) == k
    # positive off-diagonals reverse the naive node order
    H_plus = np.diag(diag) + np.diag(hop, 1) + np.diag(hop, -1)
    plus_vectors = np.linalg.eigh(H_plus)[1]
    for k in range(size):
        assert sign_changes(plus_vectors[:, k]) == size - 1 - k

step5 = 0.2
t5 = KIN / step5**2
diag5, hop5 = np.full(5, 2 * t5), np.full(4, t5)
H5 = np.diag(diag5) - np.diag(hop5, 1) - np.diag(hop5, -1)
levels5 = np.linalg.eigvalsh(H5)
E5 = 2.2
piv5 = scalar_pivots(diag5, hop5, E5)
psi5 = left_solution(diag5, hop5, E5)
lower = np.eye(5) + np.diag(-hop5 / piv5[:-1], -1)
assert np.allclose(lower @ np.diag(piv5) @ lower.T, H5 - E5 * np.eye(5))
assert np.allclose(piv5, t5 * psi5[1:] / psi5[:-1])
de = 1e-5
slope = (scalar_pivots(diag5, hop5, E5 + de)
         - scalar_pivots(diag5, hop5, E5 - de)) / (2 * de)
slope_formula = -np.cumsum(psi5[:5]**2) / psi5[:5]**2
assert np.allclose(slope, slope_formula, rtol=1e-5)
count5 = int(np.sum(piv5 < 0))
assert count5 == np.sum(levels5 < E5) == sign_changes(psi5)
zero_count = int(np.sum(scalar_pivots(diag5, hop5, 2 * t5) < 0))
# the middle level equals 2t, so a small margin defines "strictly below"
assert zero_count == np.sum(levels5 < 2 * t5 - 1e-9)

# ---------- general block-tridiagonal matrices ----------
for trial in range(4):
    n, size = 3, 8
    blocks = rng.normal(size=(size, n, n))
    blocks = blocks + np.transpose(blocks, (0, 2, 1))
    couplings = rng.normal(size=(size - 1, n, n))
    H = np.zeros((n * size, n * size))
    for i in range(size):
        s = slice(n * i, n * i + n)
        H[s, s] = blocks[i]
        if i < size - 1:
            r = slice(n * i + n, n * i + 2 * n)
            H[s, r], H[r, s] = couplings[i], couplings[i].T
    levels = np.linalg.eigvalsh(H)
    for energy in np.linspace(-6.03, 6.07, 25):
        assert negatives(block_pivots(blocks, couplings, energy)) == np.sum(
            levels < energy)
    # pivots are ratios of the matrix solution
    D = block_pivots(blocks, couplings, 0.37)
    old, now = np.zeros((n, n)), np.eye(n)
    for i in range(3):
        back = couplings[i - 1].T @ old if i else np.zeros((n, n))
        new = -np.linalg.solve(
            couplings[i], (blocks[i] - 0.37 * np.eye(n)) @ now + back)
        ratio = -couplings[i] @ new @ np.linalg.inv(now)
        assert np.allclose(D[i], ratio, rtol=1e-6, atol=1e-6)
        old, now = now, new

# two identical channels: determinant signs see none of the levels
twin = block_pivots([a * I2 for a in diag5], [-t * I2 for t in hop5], E5)
twin_count = negatives(twin)
twin_det_changes = int(np.sum(np.linalg.det(twin) < 0))
assert twin_count == np.sum(np.linalg.eigvalsh(np.kron(H5, I2)) < E5)
assert twin_det_changes == 0 and twin_count > 0

# ---------- two-channel electron model ----------
LENGTH, CORE, RANGE, WIDTH = 8.0, 40.0, 0.3, 1.0
DEPTH1, CENTRE1, DEPTH2, CENTRE2 = 2.0, 2.5, 1.5, 3.5
OFFSET, COUPLING, CENTRE12 = 0.8, 0.3, 3.0


def potential(x):
    x = np.asarray(x, dtype=float)
    core = CORE * np.exp(-x / RANGE)
    V = np.empty(x.shape + (2, 2))
    V[..., 0, 0] = core - DEPTH1 * np.exp(-((x - CENTRE1) / WIDTH)**2)
    V[..., 1, 1] = (core + OFFSET
                    - DEPTH2 * np.exp(-((x - CENTRE2) / WIDTH)**2))
    V[..., 0, 1] = COUPLING * np.exp(-((x - CENTRE12) / WIDTH)**2)
    V[..., 1, 0] = V[..., 0, 1]
    return V


GL_X, GL_W = np.polynomial.legendre.leggauss(600)


def sine_solution(wall, basis=120):
    """Levels and vectors in a sine basis on (0, wall)."""
    x, w = wall * (GL_X + 1) / 2, wall * GL_W / 2
    j = np.arange(1, basis + 1)
    s = np.sqrt(2 / wall) * np.sin(np.outer(j, x) * np.pi / wall)
    V = potential(x)
    kinetic = np.diag(KIN * (j * np.pi / wall)**2)
    rows = [[(s * (w * V[:, a, b])) @ s.T + (a == b) * kinetic
             for b in range(2)] for a in range(2)]
    return np.linalg.eigh(np.block(rows))


def johnson(energy, steps):
    """Raw count, false count, and negative eigenvalues at each point."""
    h = LENGTH / steps
    x = h * np.arange(1, steps)
    Q = (energy * I2 - potential(x)) / KIN
    F_odd = I2 + h**2 / 6 * Q[::2]
    U = Q.copy()
    U[::2] = np.linalg.solve(F_odd, Q[::2])
    weight = np.where(np.arange(1, steps) % 2 == 1, 4.0, 2.0)
    source = h**2 / 3 * weight[:, None, None] * U
    z = I2 - source[0]
    pivots = [I2 + z]
    for term in source[1:]:
        z = np.linalg.solve(I2 + z, z) - term
        pivots.append(I2 + z)
    local = np.sum(np.linalg.eigvalsh(np.array(pivots)) < 0, axis=1)
    return int(local.sum()), negatives(F_odd), local


def element_levels(steps):
    """Quadratic elements of length 2h, Simpson rule for V and overlap."""
    h = LENGTH / steps
    g = np.array([-1, 1]) / np.sqrt(3)
    slopes = np.array([g - 0.5, -2 * g, g + 0.5])
    local = slopes @ slopes.T / h
    K = np.zeros((steps + 1, steps + 1))
    mass = np.zeros(steps + 1)
    for first in range(0, steps, 2):
        K[first:first + 3, first:first + 3] += local
        mass[first:first + 3] += h / 3 * np.array([1, 4, 1])
    K, mass = K[1:-1, 1:-1], mass[1:-1]
    scale = 1 / np.sqrt(mass)
    H = np.kron(KIN * K * np.outer(scale, scale), I2)
    V = potential(h * np.arange(1, steps))
    for i in range(steps - 1):
        H[2 * i:2 * i + 2, 2 * i:2 * i + 2] += V[i]
    return np.linalg.eigvalsh(H)


def bisect_level(k, steps):
    """k-th level (k = 1, 2, ...) from the corrected count alone."""
    low, high = -3.0, 1.0
    for _ in range(44):
        mid = (low + high) / 2
        raw, false, _local = johnson(mid, steps)
        if raw - false >= k:
            high = mid
        else:
            low = mid
    return (low + high) / 2


reference = sine_solution(LENGTH)[0]
smaller_basis = sine_solution(LENGTH, 90)[0]
basis_change = np.max(np.abs(reference[:8] - smaller_basis[:8]))
assert basis_change < 1e-7

# corrected Johnson count against finite-element diagonalization
fem = {steps: element_levels(steps) for steps in (40, 80, 160)}
for steps, values in fem.items():
    for energy in np.linspace(-2.013, 3.017, 24):
        raw, false, _local = johnson(energy, steps)
        assert raw - false == np.sum(values < energy)
assert abs(bisect_level(3, 80) - fem[80][2]) < 1e-8

energies = (-1.0, -0.6, -0.2)
table = []
for energy in energies:
    coarse, fine = johnson(energy, 80), johnson(energy, 160)
    ref_count = int(np.sum(reference < energy))
    assert fine[1] == 0 and fine[0] == ref_count
    assert coarse[1] > 0 and coarse[0] - coarse[1] == ref_count
    table.append((energy, coarse[0], coarse[1], fine[0], ref_count))

# continuum nodes: zeros of det Psi from direct integration
E_MAIN = energies[-1]


def schrodinger(x, y):
    psi = y[:4].reshape(2, 2)
    second = (potential(x) - E_MAIN * I2) @ psi / KIN
    return np.concatenate([y[4:], second.ravel()])


grid = np.linspace(0, LENGTH, 8001)
start = np.concatenate([np.zeros(4), I2.ravel()])
sol = solve_ivp(schrodinger, (0, LENGTH), start, method="DOP853",
                t_eval=grid, rtol=1e-11, atol=1e-13)
assert sol.success
det = np.linalg.det(sol.y[:4].T.reshape(-1, 2, 2))
cross = np.where(det[1:-1] * det[2:] < 0)[0] + 1
nodes = grid[cross] - det[cross] * (grid[cross + 1] - grid[cross]) / (
    det[cross + 1] - det[cross])
assert len(nodes) == np.sum(reference < E_MAIN)
h_fine = LENGTH / 160
local = johnson(E_MAIN, 160)[2]
left_ends = np.repeat(h_fine * np.arange(1, 160), local)
assert len(left_ends) == len(nodes)
assert np.all(np.abs(left_ends + h_fine / 2 - nodes) < h_fine)

# moving the right wall lowers a level at the rate KIN |phi'(wall)|^2
wall, dw = 3.0, 1e-3
level_w, vec_w = sine_solution(wall)
j = np.arange(1, 121)
edge = np.sqrt(2 / wall) * j * np.pi / wall * (-1.0)**j
edge_slopes = vec_w[:, 1].reshape(2, -1) @ edge
wall_formula = -KIN * np.sum(edge_slopes**2)
wall_numeric = (sine_solution(wall + dw)[0][1]
                - sine_solution(wall - dw)[0][1]) / (2 * dw)
assert abs(wall_numeric / wall_formula - 1) < 1e-3


# endpoint log-derivative of a free wave: exact value k cot(k length)
def end_log_derivative(k, length, steps):
    h, q = length / steps, k**2
    odd_u = q / (1 + h**2 * q / 6)
    z = 1 - 4 * h**2 / 3 * odd_u
    for n in range(2, steps + 1):
        if n == steps:
            term = q
        else:
            term = 4 * odd_u if n % 2 else 2 * q
        z = z / (1 + z) - h**2 / 3 * term
    return z / h


exact_y = 2 / np.tan(2.0)
y_errors = [end_log_derivative(2.0, 1.0, m) - exact_y for m in (20, 40)]
y_ratio = y_errors[0] / y_errors[1]
assert 14 < y_ratio < 18

# levels by bisection and their convergence
n_below = int(np.sum(reference < E_MAIN))
found = [bisect_level(k, 160) for k in range(1, n_below + 1)]
assert np.max(np.abs(np.array(found) - reference[:n_below])) < 2e-3
k_test = min(5, n_below)
err_fine = found[k_test - 1] - reference[k_test - 1]
err_finer = bisect_level(k_test, 320) - reference[k_test - 1]
level_ratio = err_fine / err_finer
assert 12 < level_ratio < 20

# ---------- printed numbers ----------
print(f"hbar^2/(2 m_e) = {KIN:.6f} eV nm^2")
print(f"Chain: step {step5} nm, t = {t5:.5f} eV = {t5 * sc.e:.4e} J")
print("Chain levels (eV):", " ".join(f"{v:.5f}" for v in levels5))
print(f"Chain trial energy = {E5} eV")
print("Chain pivots d_1..d_5 (eV):", " ".join(f"{v:.5f}" for v in piv5))
print("Chain psi_1..psi_6 (no unit):", " ".join(f"{v:.5f}" for v in psi5))
print(f"Chain: negative pivots {count5}, sign changes {sign_changes(psi5)}")
print(f"Chain at E = 2t = {2 * t5:.5f} eV: count {zero_count}")
print(f"Two identical chains: count {twin_count}, "
      f"negative determinants {twin_det_changes}")
print(f"Model: length {LENGTH} nm, core {CORE} eV, core range {RANGE} nm")
print(f"Well 1: depth {DEPTH1} eV, centre {CENTRE1} nm")
print(f"Well 2: depth {DEPTH2} eV, centre {CENTRE2} nm, offset {OFFSET} eV")
print(f"Coupling: {COUPLING} eV, centre {CENTRE12} nm; widths {WIDTH} nm")
for steps in (80, 160):
    h = LENGTH / steps
    print(f"Step {h:.3f} nm: F changes sign at V - E = {6 * KIN / h**2:.3f} eV")
    v_first = np.linalg.eigvalsh(potential(h))
    print(f"  V eigenvalues at first point (eV): "
          f"{v_first[0]:.3f} {v_first[1]:.3f}")
print("E (eV) | raw, false at 0.1 nm | raw at 0.05 nm | sine basis")
for row in table:
    print(f"  {row[0]:.1f} | {row[1]}, {row[2]} | {row[3]} | {row[4]}")
print(f"Zeros of det Psi at E = {E_MAIN} eV (nm):")
print("  " + " ".join(f"{v:.3f}" for v in nodes))
print("Left ends of Johnson intervals, step 0.05 nm (nm):")
print("  " + " ".join(f"{v:.2f}" for v in left_ends))
print("Level | bisection, step 0.05 nm (eV) | sine basis (eV)")
for k, value in enumerate(found, 1):
    print(f"  {k} | {value:.6f} | {reference[k - 1]:.6f}")
print(f"Largest sine-basis change, 90 to 120 functions: {basis_change:.1e} eV")
print(f"Level {k_test} error at 0.05 nm: {err_fine:.3e} eV")
print(f"Level {k_test} error at 0.025 nm: {err_finer:.3e} eV")
print(f"Level error ratio on halving the step: {level_ratio:.2f}")
print(f"Endpoint log-derivative error ratio: {y_ratio:.2f}")
print(f"Level 2, wall at {wall} nm: slope {wall_numeric:.5f} eV/nm")
print(f"  slope from -KIN |phi'|^2: {wall_formula:.5f} eV/nm")
print("checks complete")
```

Running it gives:

```
hbar^2/(2 m_e) = 0.038100 eV nm^2
Chain: step 0.2 nm, t = 0.95250 eV = 1.5261e-19 J
Chain levels (eV): 0.25522 0.95250 1.90499 2.85749 3.55476
Chain trial energy = 2.2 eV
Chain pivots d_1..d_5 (eV): -0.29501 2.78031 -0.62132 1.16518 -1.07364
Chain psi_1..psi_6 (no unit): 1.00000 -0.30972 -0.90407 0.58973 0.72142 -0.81317
Chain: negative pivots 3, sign changes 3
Chain at E = 2t = 1.90499 eV: count 2
Two identical chains: count 6, negative determinants 0
Model: length 8.0 nm, core 40.0 eV, core range 0.3 nm
Well 1: depth 2.0 eV, centre 2.5 nm
Well 2: depth 1.5 eV, centre 3.5 nm, offset 0.8 eV
Coupling: 0.3 eV, centre 3.0 nm; widths 1.0 nm
Step 0.100 nm: F changes sign at V - E = 22.860 eV
  V eigenvalues at first point (eV): 28.655 29.461
Step 0.050 nm: F changes sign at V - E = 91.440 eV
  V eigenvalues at first point (eV): 33.854 34.659
E (eV) | raw, false at 0.1 nm | raw at 0.05 nm | sine basis
  -1.0 | 4, 2 | 2 | 2
  -0.6 | 5, 2 | 3 | 3
  -0.2 | 7, 2 | 5 | 5
Zeros of det Psi at E = -0.2 eV (nm):
  1.989 2.469 2.933 3.504 3.859
Left ends of Johnson intervals, step 0.05 nm (nm):
  1.95 2.45 2.90 3.50 3.85
Level | bisection, step 0.05 nm (eV) | sine basis (eV)
  1 | -1.752791 | -1.752789
  2 | -1.259896 | -1.259888
  3 | -0.837010 | -0.836988
  4 | -0.516888 | -0.516859
  5 | -0.292693 | -0.292662
Largest sine-basis change, 90 to 120 functions: 1.3e-14 eV
Level 5 error at 0.05 nm: -3.077e-05 eV
Level 5 error at 0.025 nm: -1.902e-06 eV
Level error ratio on halving the step: 16.17
Endpoint log-derivative error ratio: 16.04
Level 2, wall at 3.0 nm: slope -0.94596 eV/nm
  slope from -KIN |phi'|^2: -0.94598 eV/nm
checks complete
```
